\section*{Heat conduction by a phonon branch with a threshold energy}

\section*{Question}

A long, uniform, electrically insulating beam joins two thermal reservoirs at temperatures $T+\Delta T/2$ and $T-\Delta T/2$. One of its phonon branches has the threshold (lowest) angular frequency $\omega_0$. Assume that

\begin{itemize}
\item at each frequency above $\omega_0$ the branch has one state moving forward, from hot to cold, and one moving backward; below $\omega_0$ it has none;
\item a phonon of this branch entering the beam from either reservoir reaches the other with probability one;
\item the upper edge of the branch lies so far above $k_BT/\hbar$ that it may be taken as infinite.
\end{itemize}

Write $x=\hbar\omega/(k_BT)$ and $x_0=\hbar\omega_0/(k_BT)$. The conductance $G$ is the heat current divided by $\Delta T$ in the limit $\Delta T\to0$.

\begin{enumerate}
\item[(a)] Find the heat current carried by the branch, and show that the shape of its dispersion relation drops out. What changes if the branch has its minimum at a nonzero wave number?
\item[(b)] Write $G$ as a dimensionless integral over $x$ times a prefactor with the dimension of a conductance.
\item[(c)] Turn the integral into a convergent series, and find the conductance $g_0$ of a branch with $\omega_0=0$.
\item[(d)] Show, with a bound on the error, that a branch with threshold energy $5k_BT$ contributes about 7.6 percent of $g_0$. Why is this so much more than $e^{-5}$?
\item[(e)] Find the limits of $G/g_0$ for low and high thresholds, and its sensitivity to temperature at $x_0=5$ when $\omega_0$ is held fixed.
\item[(f)] A suspended silicon nitride beam is 200 nm wide and 1000 nm long. Treat its vibrations as scalar waves of speed 6 km/s with free side faces, uniform across the thickness. At what temperature does the first gapped branch have $x_0=5$, and what is its conductance there? Compare it with the four gapless branches of the beam.
\item[(g)] Examine how far reflection at the ends, scattering and the choice of sound speed change the answer to (f).
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The heat current}

In a length $\ell$ of beam, the allowed wave numbers are spaced by $2\pi/\ell$. An interval $dk$ therefore holds $dk/(2\pi)$ states per unit length. Each carries the mean energy $\hbar\omega\,n(\omega)$ at the group velocity $v_g=d\omega/dk$, where
\begin{equation}
n(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\end{equation}
With unit transmission, forward-moving states are filled by the hot reservoir and backward-moving states by the cold one. The zero-point energy is the same in both directions and cancels. The net current is
\begin{equation}
J=\int_{v_g>0}\frac{dk}{2\pi}\,\hbar\omega\,v_g\,
\bigl[n(\omega,T_h)-n(\omega,T_c)\bigr].
\end{equation}
Since $v_g\,dk=d\omega$, and each frequency above $\omega_0$ is met once,
\begin{equation}
J=\frac{1}{2\pi}\int_{\omega_0}^{\infty}\hbar\omega\,
\bigl[n(\omega,T_h)-n(\omega,T_c)\bigr]\,d\omega .
\label{current}
\end{equation}
A slow branch has many states per unit frequency, but each carries energy slowly, and the two factors cancel. Of the dispersion relation, only the threshold is left.

The cancellation does not remove the need to count states. Suppose the branch is even in $k$, with minima at $\pm k_m$ and a local maximum at $k=0$. For frequencies between the minimum and the value at $k=0$, there are two forward-moving states: one with $k>k_m$ and one with $-k_m<k<0$. That interval then counts twice in Eq.~\eqref{current}, and the conductance is larger than for a monotonic branch with the same threshold.

\subsection*{(b) Linear response}

For small $\Delta T$ the bracket in Eq.~\eqref{current} becomes $\Delta T\,\partial n/\partial T$. Differentiation gives
\begin{equation}
\frac{\partial n}{\partial T}
=\frac{\hbar\omega}{k_BT^2}\,
\frac{e^{x}}{(e^{x}-1)^2}.
\end{equation}
Hence
\begin{equation}
G=\frac{1}{2\pi}\int_{\omega_0}^{\infty}
\frac{(\hbar\omega)^2}{k_BT^2}\,
\frac{e^{x}}{(e^{x}-1)^2}\,d\omega .
\end{equation}
Insert $\hbar\omega=k_BTx$ and $d\omega=(k_BT/\hbar)\,dx$. The constants combine to $k_B^2T/(2\pi\hbar)=k_B^2T/h$, so that
\begin{equation}
G=\frac{k_B^2T}{h}\,S(x_0),\qquad
S(a)=\int_a^\infty W(x)\,dx,\qquad
W(x)=\frac{x^2e^x}{(e^x-1)^2}.
\label{G}
\end{equation}
One factor $x$ in $W$ is the energy a phonon carries. The other comes from the response of its occupation to temperature.

\subsection*{(c) The series and the gapless branch}

For $x>0$ the geometric series gives $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$. Differentiating both sides and changing the sign,
\begin{equation}
\frac{e^x}{(e^x-1)^2}=\sum_{m=1}^{\infty}m\,e^{-mx}.
\end{equation}
All terms are positive, so the sum and the integral may be exchanged. Two integrations by parts give
\begin{align}
m\int_a^\infty x^2e^{-mx}dx
&=a^2e^{-ma}+2\int_a^\infty x\,e^{-mx}dx\\
&=a^2e^{-ma}+2\left(\frac{a}{m}+\frac{1}{m^2}\right)e^{-ma}.
\end{align}
Therefore
\begin{equation}
S(a)=\sum_{m=1}^{\infty}e^{-ma}
\left(a^2+\frac{2a}{m}+\frac{2}{m^2}\right).
\label{series}
\end{equation}
At $a=0$ this is $2\sum_m m^{-2}=2\cdot\pi^2/6=\pi^2/3$. A gapless branch thus has the conductance
\begin{equation}
g_0=\frac{\pi^2k_B^2T}{3h},
\qquad\text{and in general}\qquad
\frac{G}{g_0}=\frac{3}{\pi^2}\,S(x_0).
\label{share}
\end{equation}
This $g_0$ is the universal quantum of thermal conductance. It is proportional to $T$, so the ratio compares two conductances at the same temperature.

\subsection*{(d) Threshold at $5k_BT$}

The first two terms of Eq.~\eqref{series} at $a=5$ are
\begin{align}
m=1:&\quad (25+10+2)\,e^{-5}=37\,e^{-5}=0.249304,\\
m=2:&\quad (25+5+0.5)\,e^{-10}=30.5\,e^{-10}=0.001385.
\end{align}
For $m\ge3$ the bracket in the series is no larger than its value at $m=3$, and the exponentials form a geometric series. The remainder $R$ is positive and obeys
\begin{equation}
R<\left(25+\frac{10}{3}+\frac{2}{9}\right)
\frac{e^{-15}}{1-e^{-5}}=8.8\times10^{-6}.
\end{equation}
So $S(5)=0.2507$ to four digits, and
\begin{equation}
\frac{G}{g_0}=\frac{0.2507}{3.2899}=0.0762 .
\end{equation}
The branch contributes 7.6 percent of the quantum, as was to be shown. Direct quadrature of the integral in Eq.~\eqref{G} gives $S(5)=0.2506975$, in agreement with the series.

The bare exponential is $e^{-5}=0.0067$, or 0.67 percent. The share is 11.3 times larger, mostly because of the factor $37/(\pi^2/3)=11.2$ in the first term. Of the 37, the part $a^2=25$ is what one would get by keeping the factor $x^2$ at its threshold value. The remaining $2a+2=12$ arises because phonons above the threshold carry more energy and respond more strongly than those at the threshold.

The upper edge can now be judged too. If the branch ended at $10k_BT$, the part $S(10)$ would be missing, which is 2.2 percent of $S(5)$.

\subsection*{(e) Limits and sensitivity}

For a high threshold, $x_0\gg1$, the term $m=1$ dominates:
\begin{equation}
\frac{G}{g_0}\simeq\frac{3}{\pi^2}\,(x_0^2+2x_0+2)\,e^{-x_0}.
\end{equation}
The branch freezes out exponentially on cooling. For a low threshold, write $W=(x/2)^2/\sinh^2(x/2)=1-x^2/12+\dots$ and subtract the missing interval from the full integral:
\begin{equation}
S(x_0)=\frac{\pi^2}{3}-\int_0^{x_0}W\,dx
=\frac{\pi^2}{3}-x_0+\frac{x_0^3}{36}-\dots
\end{equation}
The loss starts linearly, with $G/g_0\simeq1-3x_0/\pi^2$. At $x_0=1$ the three terms shown give $2.318/3.290=0.70$. A threshold equal to $k_BT$ thus still leaves about 70 percent of the quantum.

At fixed $\omega_0$, $x_0$ is proportional to $1/T$, so $dx_0/dT=-x_0/T$. With $dS/dx_0=-W(x_0)$,
\begin{equation}
\frac{d\ln(G/g_0)}{d\ln T}=\frac{x_0W(x_0)}{S(x_0)} .
\end{equation}
At $x_0=5$, $W=25\,e^{-5}/(1-e^{-5})^2=0.1707$, and the logarithmic slope is $5\times0.1707/0.2507=3.4$. The conductance $G$ itself has the slope 4.4, because $g_0$ adds one power of $T$. For finite steps the full formula gives a share of 5.2 percent at a temperature 10 percent lower and 10.3 percent at one 10 percent higher. The figure of 7.6 percent therefore belongs to the ratio $x_0=5$ and is no fixed property of a branch.

\subsection*{(f) The silicon nitride beam}

Let $z$ run along the beam and $y$ across its width $w$. A scalar wave $u=\cos(\pi y/w)\,e^{i(kz-\omega t)}$ has zero slope at the free faces $y=0$ and $y=w$. The wave equation then gives
\begin{equation}
\omega^2=v^2\left(k^2+\frac{\pi^2}{w^2}\right),\qquad
f_0=\frac{\omega_0}{2\pi}=\frac{v}{2w}
=\frac{6000\ \mathrm{m/s}}{400\ \mathrm{nm}}=15\ \mathrm{GHz}.
\end{equation}
The frequency rises monotonically with $|k|$, as the counting in (a) requires. The threshold energy is $hf_0=62.0\ \mu$eV. Setting it equal to $5k_BT$,
\begin{equation}
T=\frac{hf_0}{5k_B}
=\frac{62.0\ \mu\mathrm{eV}}{5\times86.17\ \mu\mathrm{eV/K}}
=144\ \mathrm{mK}.
\end{equation}
At this temperature $g_0=136.3$ fW/K, and
\begin{equation}
G=0.0762\times136.3\ \mathrm{fW/K}=10.4\ \mathrm{fW/K}.
\end{equation}

The cancellation in (a) was tested on this case. The current was integrated over $k$ with a numerical group velocity, once for the dispersion above and once for $\omega=\omega_0[1+(kw/\pi)^2]$, which has the same threshold but a different shape. Both gave 10.384 fW/K, the value of the formula.

A free elastic beam has four gapless branches: one of compression, one of torsion and two of bending. If all are perfectly transmitted, they carry $4g_0=545$ fW/K. The one gapped branch considered here adds 1.9 percent to this. Because $4g_0$ is proportional to $T$, an error of 1.9 percent in the temperature would change the gapless part by as much as the whole gapped branch contributes. In the scalar model, the next branch across the width has twice the threshold, $10k_BT$, and a share of 0.17 percent of $g_0$.

\subsection*{(g) What the ideal model leaves out}

\paragraph{Reflection at abrupt ends.} Let the beam, of length $L$, open abruptly at both ends into leads in which the same wave has no threshold, and neglect conversion into other transverse modes. The wave number is $K=\omega/v$ in the leads and $k=\sqrt{K^2-\pi^2/w^2}$ in the beam. With reflected amplitude $r$ and transmitted amplitude $t$, the wave and its slope are $1+r$ and $iK(1-r)$ at $z=0$, and $t$ and $iKt$ at $z=L$. Inside the beam $u''=-k^2u$, so the values at $z=0$ follow from those at $z=L$:
\begin{align}
1+r&=t\left(\cos kL-\frac{iK}{k}\sin kL\right),\\
iK(1-r)&=t\left(k\sin kL+iK\cos kL\right).
\end{align}
Dividing the second line by $iK$ and adding the first eliminates $r$:
\begin{equation}
2=t\left[2\cos kL-i\left(\frac{K}{k}+\frac{k}{K}\right)\sin kL\right].
\end{equation}
Taking the squared modulus and using $\cos^2kL=1-\sin^2kL$,
\begin{equation}
|t|^2=\left[1+\frac14\left(\frac{K}{k}-\frac{k}{K}\right)^2
\sin^2kL\right]^{-1}.
\label{step}
\end{equation}
Both leads have the same $K$, so $|t|^2$ is the transmitted fraction of the energy. At the threshold $k\to0$ and $K=\pi/w$. There Eq.~\eqref{step} tends to $[1+(KL/2)^2]^{-1}$, which for $KL=5\pi$ is 0.016. At twice the threshold frequency the factor before $\sin^2kL$ is $1/48$, so at least the fraction $48/49$, about 98 percent, passes. Reflection thus strikes the slow phonons near the threshold, where $W$ is largest for $x\ge5$.

Weighted with $W$, the phonons above the threshold carry 77.4 percent of the ideal $G$. Tunnelling below the threshold adds 0.04 percent. The share of $g_0$ falls from 7.6 to about $0.774\times7.62=5.9$ percent. This one-mode lead understates the reflection. If the beam opens abruptly into a half plane, the wave spreads over many directions, and matching the scalar modes at the opening gives only about 54 percent of the ideal $G$, a share of about 4.1 percent. Such ends also reflect the long waves of a gapless branch: the gapless scalar branch then carries about $0.62\,g_0$ at this temperature, so the reference $4g_0$ in (f) is not reached either.

\paragraph{Flared ends.} Now let the squared threshold frequency rise smoothly from zero to $\omega_0^2$ as $\sin^2(\pi s/2\ell_f)$, where $s$ is the distance into a flare of length $\ell_f=1000$ nm at each end. The beam between the flares is unchanged. Numerical solution of the same one-mode wave equation gives 97.1 percent of the ideal $G$ above the threshold and 0.10 percent below it. In this model, perfect transmission is a fair approximation for flares of this length, but not for abrupt ends.

\paragraph{Scattering.} Take a rough free path of 150 wavelengths for sound in a cold glass, shortened by the factor $v_g/v$ because a slow phonon spends longer in the beam. At $x=6$ the wavelength $v/f$ is $400\times5/6=333$ nm and $v_g/v=\sqrt{36-25}/6=0.55$. The free path $\lambda_f$ along the beam is then about 28 $\mu$m. With the transmission estimated as $1/(1+L/\lambda_f)$, 3.5 percent of these phonons are lost. Averaged over all $x>5$ with the weight $W$, the loss is 4.6 percent of $G$.

For surface roughness $\eta=1$ nm, take the probability of mirror reflection as $p=\exp[-(4\pi\eta/\lambda)^2]$, with $\lambda$ the wavelength, and the free path as $w(1+p)/(1-p)$ times $v_g/v$. The loss is then 0.9 percent. This counts the side faces only; with a thickness of 60 nm in place of $w$ the same formula gives 2.8 percent. Both figures are estimates for the uniform part of the beam; scattering in the flares is not included.

\paragraph{Finite temperature difference.} If $\Delta T$ is 10 percent of $T$, the ratio $J/\Delta T$ exceeds the linear-response $G$ by 0.4 percent.

\paragraph{Sound speed and polarization.} The threshold is proportional to $v$. At fixed temperature, a speed 10 percent lower raises the share to 10.6 percent, and one 10 percent higher reduces it to 5.4 percent. A solid also has faster, compressional waves. With a rough speed of 10 km/s and the same width and temperature, $x_0=5\times10/6=8.33$ and the share is 0.64 percent, about twelve times smaller.

\paragraph{The real case.} The sound speeds are rough values for silicon nitride, and the width is a round number chosen for the example. Real beams also break the assumption of a scalar wave. Free faces mix compressional and shear motion, which can shift the thresholds and can give a branch the nonzero-$k$ minimum discussed in (a). A real beam also has gapped branches that the scalar model leaves out, such as bending across the width. In a thin beam the threshold of this bending falls with the thickness and can lie below the 15 GHz found in (f). The 1.9 percent in (f) is therefore the contribution of one model branch, not of all gapped branches of a real beam. For an isotropic elastic beam of this width with speeds of 6 and 10 km/s, a branch at 15 GHz does exist. At a thickness of 60 nm the bending threshold lies at 11.8 GHz, and another branch has its minimum at nonzero $k$, at 22.9 GHz against 23.9 GHz at $k=0$. With unit transmission all gapped branches together add about 6, 4 and 8 percent to $4g_0$ at 144 mK for thicknesses of 60, 100 and 200 nm. The two speeds above show how strongly a shifted threshold matters: between them the share changes by a factor of about twelve, whereas the estimated losses with flared ends amount to several percent of $G$. A prediction for a particular beam therefore needs its elastic branches first. Once a threshold is known, and if the assumptions of the question hold for that branch, Eq.~\eqref{share} gives its contribution. The values for the ideal branch and the one-mode model are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
threshold ratio x0                        5.0
exp(-5)                                   0.0067379
series term m=1                           0.2493040
series term m=2                           0.0013847
upper bound on all terms m>=3             8.79e-06
S(5) from series                          0.2506975
S(5) from quadrature                      0.2506975
full window pi^2/3                        3.2898681
share G/g0                                7.620 %
share divided by exp(-5)                  11.31
--- example beam, rough typical values ---
width                                     200 nm
length                                    1000 nm
flare length at each end                  1000 nm
sound speed                               6.0 km/s
threshold frequency f0                    15.00 GHz
threshold energy                          62.04 ueV
temperature T                             143.98 mK
quantum g0 at T                           136.26 fW/K
branch conductance G                      10.384 fW/K
G from k-space current, guide dispersion  10.384 fW/K
G from k-space current, parabolic         10.384 fW/K
gapless branch from k-space current       136.26 fW/K
four gapless branches                     545.1 fW/K
G relative to four gapless branches       1.91 %
--- neglected effects, relative to ideal G unless named share ---
abrupt ends: carried above threshold     77.4 %
abrupt ends: tunnelling below threshold  0.041 %
flared ends: carried above threshold     97.1 %
flared ends: tunnelling below threshold  0.096 %
assumed glass free path / wavelength      150
loss by glass scattering                  4.57 %
assumed rms surface roughness             1.0 nm
loss by surface scattering                0.87 %
change for 10 % temperature difference    +0.44 %
share at T 10 % lower                     5.18 %
share at T 10 % higher                    10.33 %
share, sound speed 10 % lower, same T     10.65 %
share, sound speed 10 % higher, same T    5.39 %
faster polarization: speed                10.0 km/s
faster polarization: threshold ratio      8.33
faster polarization: share                0.644 %
share of branch with threshold 10 kB T    0.168 %
loss if branch ended at 10 kB T           2.21 %
\end{verbatim}
